**Length, momentum and full-velocity dipole elements**

For exact eigenstates with vanishing boundary terms, the program tests $D+C=-\omega X$. Here $X$ is the position element, $D$ the derivative element, $C$ the element of the commutator of position with the nonlocal potential, and $\omega$ the energy difference. It asserts the local identity for hydrogen and for two interacting electrons, and the corrected identity for an s-only potential and for Hartree–Fock exchange. It also asserts the residual term of a trial hydrogen state, the surface term on a ring, the oscillator-strength sum and the continuum normalization. In the spherical model at 13.5 nm, the length and full-velocity cross sections are both 0.0017 Mb, while bare momentum gives 0.0126 Mb. With the s-only term removed at the same photon energy, the length and bare-momentum results are both 0.0586 Mb. For a fixed Fock operator, the finite-field polarizability and the full-velocity sum are both 1.320 atomic units, while the bare-momentum sum is 0.713.

## Verification by program

```python
# Result under test (Hartree atomic units):
#   D = -omega*X - C  for exact eigenstates f, i of H = p^2/2 + U + W,
# where D = <f|d/dx|i>, X = <f|x|i>, C = <f|[x, W]|i>, omega = E_f - E_i,
# U is a local potential and W a nonlocal one. The momentum element is -i*D.
# For W = 0 the length form X and the velocity form -D/omega agree.
# Approximate states add residual terms; open boundaries add surface terms.
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

hartree_joule = const.physical_constants["Hartree energy"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
alpha_fs = const.fine_structure
megabarn = bohr**2 / 1e-22


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------- Hydrogen: exact and trial 1s states, exact 2p state ----------
rad = sp.symbols("r", positive=True)
cosine = sp.symbols("c", real=True)


def volume_integral(expr):
    angular = sp.integrate(sp.expand(expr * rad**2), (cosine, -1, 1))
    return 2 * sp.pi * sp.integrate(sp.expand(angular), (rad, 0, sp.oo))


def hydrogen_elements(zeta):
    s_state = sp.sqrt(zeta**3 / sp.pi) * sp.exp(-zeta * rad)
    p_state = rad * cosine * sp.exp(-rad / 2) / (4 * sp.sqrt(2 * sp.pi))
    h_s = (-sp.diff(rad**2 * sp.diff(s_state, rad), rad) / (2 * rad**2)
           - s_state / rad)
    energy = volume_integral(s_state * h_s)
    omega = -sp.Rational(1, 8) - energy
    z_op = rad * cosine
    length = volume_integral(p_state * z_op * s_state)
    deriv = volume_integral(p_state * cosine * sp.diff(s_state, rad))
    residual = volume_integral(p_state * z_op * (h_s - energy * s_state))
    return [float(sp.N(v)) for v in (omega, length, deriv, residual)]


om_h, z_h, d_h, res_h = hydrogen_elements(sp.Integer(1))
assert abs(d_h + om_h * z_h) < 1e-12
om_t, z_t, d_t, res_t = hydrogen_elements(sp.Rational(9, 10))
assert abs(d_t + om_t * z_t) > 1e-3
assert abs(d_t + om_t * z_t - res_t) < 1e-12
print("HYDROGEN 1s-2p")
show("exact 1s: length z", z_h, "bohr")
show("exact 1s: velocity -D/omega", -d_h / om_h, "bohr")
show("trial exponent 0.9: omega", om_t, "hartree")
show("trial: length z", z_t, "bohr")
show("trial: velocity -D/omega", -d_t / om_t, "bohr")
show("trial: residual term", res_t, "a.u.")

# ---------- Ring: two degenerate states and the surface term ----------
ring = 10.0
q_ring = 2 * math.pi / ring
norm_ring = math.sqrt(2 / ring)


def f_ring(x):
    return norm_ring * math.sin(q_ring * x)


def df_ring(x):
    return norm_ring * q_ring * math.cos(q_ring * x)


def i_ring(x):
    return norm_ring * math.cos(q_ring * x)


def di_ring(x):
    return -norm_ring * q_ring * math.sin(q_ring * x)


def surface(x):
    return 0.5 * (f_ring(x) * (i_ring(x) + x * di_ring(x))
                  - df_ring(x) * x * i_ring(x))


d_ring = quad(lambda x: f_ring(x) * di_ring(x), 0, ring)[0]
surface_ring = surface(ring) - surface(0.0)
assert abs(d_ring) > 0.1 and abs(d_ring - surface_ring) < 1e-10
print("RING, omega = 0")
show("ring length", ring, "bohr", 1)
show("derivative element D", d_ring, "1/bohr")
show("surface term", surface_ring, "1/bohr")

# ---------- Spherical model with an s-only potential ----------
depth, width, s_width = 4.0, 1.1, 0.8
r_max = 20.0
nodes, weights = np.polynomial.legendre.leggauss(400)
r = 0.5 * r_max * (nodes + 1)
wr = 0.5 * r_max * weights
v_local = -depth * np.exp(-(r / width)**2)


def bound_s(strength):
    """Lowest s state u(r), its derivative, energy and s-only potential."""
    k = np.arange(1, 121) * math.pi / r_max
    basis = math.sqrt(2 / r_max) * np.sin(np.outer(k, r))
    slope = math.sqrt(2 / r_max) * k[:, None] * np.cos(np.outer(k, r))
    extra = strength * np.exp(-(r / s_width)**2)
    ham = np.diag(k**2 / 2) + (basis * (wr * (v_local + extra))) @ basis.T
    energy, vec = np.linalg.eigh(ham)
    coeff = vec[:, 0]
    if coeff @ slope[:, 0] < 0:
        coeff = -coeff
    return energy[0], coeff @ basis, coeff @ slope, extra


def box_p_states():
    roots = np.array([brentq(lambda x: math.sin(x) - x * math.cos(x),
                             n * math.pi, (n + 0.5) * math.pi)
                      for n in range(1, 121)])
    k = roots / r_max
    basis = r * spherical_jn(1, np.outer(k, r))
    basis /= np.sqrt((basis**2) @ wr)[:, None]
    ham = np.diag(k**2 / 2) + (basis * (wr * v_local)) @ basis.T
    energy, vec = np.linalg.eigh(ham)
    return energy, vec.T @ basis


def continuum_p(energy):
    """Energy-normalized p wave at the quadrature nodes."""
    k = math.sqrt(2 * energy)
    start = 1e-4
    c4 = (-depth - energy) / 5

    def rhs(x, y):
        pot = -depth * math.exp(-(x / width)**2)
        return [y[1], (2 / x**2 + 2 * (pot - energy)) * y[0]]

    sol = solve_ivp(rhs, (start, r_max),
                    [start**2 + c4 * start**4, 2 * start + 4 * c4 * start**3],
                    method="DOP853", t_eval=np.append(r, r_max),
                    rtol=1e-11, atol=1e-15, max_step=0.1)
    assert sol.success
    x = k * r_max
    j, y = spherical_jn(1, x), spherical_yn(1, x)
    dj = spherical_jn(1, x, derivative=True)
    dy = spherical_yn(1, x, derivative=True)
    match = np.array([[x * j, x * y], [k * (j + x * dj), k * (y + x * dy)]])
    amplitude = np.linalg.norm(np.linalg.solve(match, sol.y[:, -1]))
    return sol.y[0, :-1] * math.sqrt(2 / (math.pi * k)) / amplitude


def radial_elements(u_p, u_s, du_s, extra):
    """Length Z, derivative D and commutator C for s to p along z."""
    root3 = math.sqrt(3)
    return (u_p @ (wr * r * u_s) / root3,
            u_p @ (wr * (du_s - u_s / r)) / root3,
            u_p @ (wr * r * extra * u_s) / root3)


wavelength = 13.5e-9
omega = const.h * const.c / wavelength / hartree_joule
e_p, u_box = box_p_states()
results = {}
for strength in (1.0, 0.0):
    e_s, u_s, du_s, extra = bound_s(strength)
    z_el, d_el, c_el = radial_elements(continuum_p(e_s + omega),
                                       u_s, du_s, extra)
    sig_len = 4 * math.pi**2 * alpha_fs * omega * z_el**2
    sig_bare = 4 * math.pi**2 * alpha_fs * d_el**2 / omega
    sig_full = 4 * math.pi**2 * alpha_fs * (d_el + c_el)**2 / omega
    assert abs(d_el + omega * z_el + c_el) < 1e-6 * abs(omega * z_el)
    z_box, d_box, c_box = radial_elements(u_box, u_s, du_s, extra)
    gaps = e_p - e_s
    assert np.max(np.abs(d_box + gaps * z_box + c_box)[:60]) < 1e-6
    strength_sum = np.sum(2 * gaps * z_box**2)
    sum_rule = 1 - 2 / 3 * np.sum(wr * r**2 * extra * u_s**2)
    assert abs(strength_sum - sum_rule) < 1e-5
    # Continuum normalization against the level spacing of the box.
    n = int(np.argmin(np.abs(gaps - omega)))
    z_cont = radial_elements(continuum_p(e_p[n]), u_s, du_s, extra)[0]
    density = 2 / (e_p[n + 1] - e_p[n - 1])
    assert abs(z_box[n]**2 * density / z_cont**2 - 1) < 5e-3
    results[strength] = (e_s, z_el, d_el, c_el, sig_len, sig_bare, sig_full,
                         strength_sum, sum_rule)

e_s, z_el, d_el, c_el, sl, sb, sf, f_sum, f_rule = results[1.0]
assert abs(sb / sl - 1) > 0.01
assert abs(results[0.0][5] / results[0.0][4] - 1) < 1e-5
print("SPHERICAL MODEL, 13.5 nm")
show("photon energy", omega, "hartree")
show("photon energy", omega * hartree_ev, "eV", 3)
show("bound s energy", e_s, "hartree")
show("final p energy", e_s + omega, "hartree")
print("p states below zero energy:", int(np.sum(e_p < 0)))
show("length element Z", z_el, "a.u.")
show("omega*Z", omega * z_el, "a.u.")
show("derivative element D", d_el, "a.u.")
show("commutator element C", c_el, "a.u.")
show("-(D + C)", -(d_el + c_el), "a.u.")
show("sigma length", sl, "bohr^2")
show("sigma length", sl * megabarn, "Mb", 4)
show("sigma bare momentum", sb * megabarn, "Mb", 4)
show("sigma full velocity", sf * megabarn, "Mb", 4)
show("bare/length ratio", sb / sl, "", 4)
show("summed oscillator strength", f_sum)
show("double-commutator value", f_rule)
print("SAME MODEL, s-only term removed")
show("bound s energy", results[0.0][0], "hartree")
show("sigma length", results[0.0][4] * megabarn, "Mb", 4)
show("sigma bare momentum", results[0.0][5] * megabarn, "Mb", 4)
show("summed oscillator strength", results[0.0][7])

# ---------- Two same-spin electrons in one dimension ----------
box, nb = 16.0, 30
nodes, weights = np.polynomial.legendre.leggauss(160)
x = 0.5 * box * nodes
wx = 0.5 * box * weights
k = np.arange(1, nb + 1) * math.pi / box
phi = math.sqrt(2 / box) * np.sin(np.outer(k, x + box / 2))
dphi = math.sqrt(2 / box) * k[:, None] * np.cos(np.outer(k, x + box / 2))
x_mat = (phi * (wx * x)) @ phi.T
d_mat = (phi * wx) @ dphi.T
core = np.diag(k**2 / 2) + (phi * (wx * -3 * np.exp(-x**2 / 4))) @ phi.T
repulsion = np.exp(-(x[:, None] - x[None, :])**2 / 4)
pairs = (phi[:, None, :] * phi[None, :, :] * wx).reshape(nb * nb, -1)
eri = (pairs @ repulsion @ pairs.T).reshape(nb, nb, nb, nb)

# Exact two-electron states in the antisymmetric product space.
one = np.eye(nb)
upper = np.triu_indices(nb, 1)
anti = np.zeros((nb * nb, len(upper[0])))
cols = np.arange(len(upper[0]))
anti[upper[0] * nb + upper[1], cols] = 1 / math.sqrt(2)
anti[upper[1] * nb + upper[0], cols] = -1 / math.sqrt(2)
h_two = (np.kron(core, one) + np.kron(one, core)
         + eri.transpose(0, 2, 1, 3).reshape(nb * nb, nb * nb))
e_two, c_two = np.linalg.eigh(anti.T @ h_two @ anti)
states = anti @ c_two[:, :12]
x_two = states.T @ ((np.kron(x_mat, one) + np.kron(one, x_mat)) @ states[:, 0])
d_two = states.T @ ((np.kron(d_mat, one) + np.kron(one, d_mat)) @ states[:, 0])
gap_two = e_two[:12] - e_two[0]
assert np.max(np.abs(d_two + gap_two * x_two)) < 1e-5
best = 1 + int(np.argmax(np.abs(x_two[1:])))

# Hartree-Fock orbitals of the same two electrons.
orb = np.linalg.eigh(core)[1]
dens = orb[:, :2] @ orb[:, :2].T
for _ in range(300):
    fock = (core + np.einsum("abcd,cd->ab", eri, dens)
            - np.einsum("acdb,cd->ab", eri, dens))
    e_orb, orb = np.linalg.eigh(fock)
    new = orb[:, :2] @ orb[:, :2].T
    change = np.max(np.abs(new - dens))
    dens = 0.5 * (dens + new)
    if change < 1e-12:
        break
assert change < 1e-9
x_orb = orb.T @ x_mat @ orb
d_orb = orb.T @ d_mat @ orb
values = orb.T @ phi
gamma = values[:2].T @ values[:2]
kernel = -(x[:, None] - x[None, :]) * gamma * repulsion
c_orb = (values * wx) @ kernel @ (values * wx).T
w_orb = e_orb[2] - e_orb[1]
mismatch = d_orb[2, 1] + w_orb * x_orb[2, 1]
assert abs(mismatch) > 0.01 * abs(d_orb[2, 1])
assert abs(mismatch + c_orb[2, 1]) < 1e-5

# Static response of the lowest orbital with the Fock operator held fixed.
field = 1e-3
e_plus = np.linalg.eigvalsh(fock + field * x_mat)[0]
e_minus = np.linalg.eigvalsh(fock - field * x_mat)[0]
pol_field = -(e_plus + e_minus - 2 * e_orb[0]) / field**2
gap0 = e_orb[1:] - e_orb[0]
pol_full = np.sum(2 * (d_orb[1:, 0] + c_orb[1:, 0])**2 / gap0**3)
pol_bare = np.sum(2 * d_orb[1:, 0]**2 / gap0**3)
assert abs(pol_full / pol_field - 1) < 1e-4
assert abs(pol_bare / pol_field - 1) > 0.01

print("TWO ELECTRONS, exact")
show("excitation energy", gap_two[best], "hartree")
show("length |X|", abs(x_two[best]), "bohr")
show("velocity |D|/omega", abs(d_two[best]) / gap_two[best], "bohr")
print("HARTREE-FOCK ORBITALS 2 to 3")
sign = math.copysign(1.0, x_orb[2, 1])
show("orbital gap", w_orb, "hartree")
show("length X", sign * x_orb[2, 1], "bohr")
show("bare -D/omega", -sign * d_orb[2, 1] / w_orb, "bohr")
show("exchange commutator C", sign * c_orb[2, 1], "a.u.")
show("full -(D+C)/omega",
     -sign * (d_orb[2, 1] + c_orb[2, 1]) / w_orb, "bohr")
print("POLARIZABILITY, fixed Fock operator, orbital 1")
show("finite field", pol_field, "a.u.")
show("full velocity sum", pol_full, "a.u.")
show("bare momentum sum", pol_bare, "a.u.")
print("ALL CHECKS PASSED")
```

It prints:

```
HYDROGEN 1s-2p
exact 1s: length z: 0.744936 bohr
exact 1s: velocity -D/omega: 0.744936 bohr
trial exponent 0.9: omega: 0.370000 hartree
trial: length z: 0.898046 bohr
trial: velocity -D/omega: 0.764553 bohr
trial: residual term: 0.049393 a.u.
RING, omega = 0
ring length: 10.0 bohr
derivative element D: -0.628319 1/bohr
surface term: -0.628319 1/bohr
SPHERICAL MODEL, 13.5 nm
photon energy: 3.375063 hartree
photon energy: 91.840 eV
bound s energy: -0.669345 hartree
final p energy: 2.705718 hartree
p states below zero energy: 0
length element Z: 0.007897 a.u.
omega*Z: 0.026651 a.u.
derivative element D: -0.072468 a.u.
commutator element C: 0.045817 a.u.
-(D + C): 0.026651 a.u.
sigma length: 0.000061 bohr^2
sigma length: 0.0017 Mb
sigma bare momentum: 0.0126 Mb
sigma full velocity: 0.0017 Mb
bare/length ratio: 7.3936
summed oscillator strength: 0.902388
double-commutator value: 0.902388
SAME MODEL, s-only term removed
bound s energy: -0.983284 hartree
sigma length: 0.0586 Mb
sigma bare momentum: 0.0586 Mb
summed oscillator strength: 1.000000
TWO ELECTRONS, exact
excitation energy: 0.689400 hartree
length |X|: 1.150969 bohr
velocity |D|/omega: 1.150969 bohr
HARTREE-FOCK ORBITALS 2 to 3
orbital gap: 0.966404 hartree
length X: 1.017757 bohr
bare -D/omega: 0.717364 bohr
exchange commutator C: -0.290301 a.u.
full -(D+C)/omega: 1.017757 bohr
POLARIZABILITY, fixed Fock operator, orbital 1
finite field: 1.320132 a.u.
full velocity sum: 1.320132 a.u.
bare momentum sum: 0.713207 a.u.
ALL CHECKS PASSED
```
